# Transmission eigenvalues and conductance variance of a chaotic cavity, part 1

(Sections cited here and not found follow in the second part.)

A phase-coherent chaotic cavity at zero temperature is joined by ideal contacts to two leads with $N_1\le N_2$ channels. Put $N=N_1+N_2$, $n=N_1$, $m=N_2-N_1$ and $x=2/\beta-1$, with $\beta=1$, $2$ or $4$. The $n$ transmission eigenvalues have the joint density

$$P(T_1,\dots,T_n)\propto\prod_i T_i^{\alpha-1}\prod_{i<j}|T_i-T_j|^\beta,\qquad \alpha=\frac{\beta(m+1)}{2},\qquad 0\le T_i\le1. \tag{1}$$

This is a Jacobi ensemble, with one-point weight $T^{\alpha-1}(1-T)^0$. The conductance $g=\sum_iT_i$ has

$$\langle g\rangle=\frac{N_1N_2}{N+x},\qquad \operatorname{var}g=\frac{2N_1N_2(N_1+x)(N_2+x)}{\beta(N+x)^2(N+x-1)(N+2x+1)}, \tag{2}$$

and for equal leads

$$\operatorname{var}g=\frac{1}{8\beta}\Big[1-\frac{x}{2n}+O(n^{-2})\Big]. \tag{3}$$

The Landauer formula $G=G_0\,g$ is the starting point, with $G_0=2e^2/h$, which is $1/\pi$ in atomic units. The factor 2 is spin degeneracy for $\beta=1,2$ and Kramers degeneracy for $\beta=4$. The value $1/(8\beta)$ belongs to this unit; in units of $(e^2/h)^2$ the variance is four times larger, $1/(2\beta)$.

## The ensemble

The scattering matrix $S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix}$ is unitary, $r$ acts on lead 1, and the $T_i$ are the distinct eigenvalues of $t^\dagger t$. With time reversal broken and spin degeneracy kept ($\beta=2$) there is no further constraint. With time reversal and no spin-orbit coupling ($\beta=1$), $S=S^T$. With time reversal and spin-orbit coupling ($\beta=4$), $S$ has size $2N$, each channel carries a two-valued spin index, and $S=S^R$. The dual is $X^R=ZX^TZ^T$, where $Z$ is block diagonal with blocks $\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. Setting $Z=1$ for $\beta=1$ makes $S=S^R$ cover both cases, with $Z^2=\eta$, $\eta=+1$ for $\beta=1$ and $-1$ for $\beta=4$. The dual is linear, reverses products and squares to the identity. The bar operation $\bar X=ZX^*Z^T=(X^\dagger)^R$ keeps the order of products and conjugates scalars; if $v$ has orthonormal columns, $v^R=\bar v^\dagger$ and $\bar v^R=v^\dagger$.

The physical assumption, which is not derived here, is that the law of $S$ is unchanged by $S\to USU'$ ($\beta=2$) or $S\to USU^R$ ($\beta=1,4$) for all unitary $U,U'$. It expresses that no channel basis is preferred, and it requires that an electron explores the cavity long before it escapes. These are the circular ensembles.

Such a law is unique when the group acts transitively. For any function $f$, invariance gives $\langle f\rangle=\langle\int dU f(U\!\cdot\! S)\rangle$ with Haar measure $dU$; writing $S=U_0\!\cdot\! S_0$ and absorbing $U_0$ into $U$ shows that the inner integral does not depend on $S$, so $\langle f\rangle=\int dU f(U\!\cdot\! S_0)$.

## First derivation: invariant volume and integration by parts

### Factorization of a self-dual matrix

Let $a=a^R$ be invertible. Then $a=v\,c\,v^R$ with $v$ unitary and $c$ positive, diagonal, and scalar in spin. To see this, define the antilinear map $Ly=aZy^*$. Self-duality gives $a^T=Z^TaZ$ and $a^*=Z^Ta^\dagger Z$. Hence $L^2=aZa^*Z=\eta\,aa^\dagger$, so $L$ commutes with $aa^\dagger$ and preserves each eigenspace, of eigenvalue $c^2$. Also $(Ly)^\dagger Ly'=y^TZ^Ta^\dagger aZy'^*=(y^\dagger aa^\dagger y')^*$, because $Z^Ta^\dagger aZ=a^*a^T$. On the eigenspace $\Theta=L/c$ is therefore antiunitary, with $\Theta^2=\eta$.

For $\eta=1$, $y+\Theta y$ is fixed by $\Theta$, and if it vanishes $iy$ is fixed. The orthogonal complement of a fixed vector is invariant, so repetition yields an orthonormal basis with $av^*=vc$. For $\eta=-1$, antiunitarity gives $(\Theta y)^\dagger\Theta^2y=(y^\dagger\Theta y)^*=(\Theta y)^\dagger y$, while the left side is $-(\Theta y)^\dagger y$, so $y\perp\Theta y$. The pair $v_0=y$, $v_1=-\Theta y$ obeys $\Theta v_0=-v_1$, $\Theta v_1=v_0$, which reads $aZv^*=vcZ$ because the columns of $vZ$ are $(-v_1,v_0)$. In both cases $a\bar v=vc$, and $\bar v^{-1}=v^R$ gives the claim.

For unitary $a$ all $c=1$, so $S=UU^R$ and the action is transitive. The metric $ds^2=\operatorname{Tr}dS\,dS^\dagger$ is invariant because $U$, $U'$ and $U^R$ are unitary. Its volume element is therefore the unique invariant measure.

### Polar form

Almost every $S$ can be written $S=V\Sigma W$, with $V,W$ unitary and block diagonal in the leads. The matrix $\Sigma$ couples channel $i$ of lead 1 to channel $i$ of lead 2 through $R_i=e^{i\theta_i\sigma_x}=\cos\theta_i+i\sigma_x\sin\theta_i$, $0<\theta_i<\pi/2$, and is the identity on the $m$ spare channels of lead 2. The Pauli matrices $\sigma$ act on the lead index. Let $c$ and $s$ be the diagonal matrices of $\cos\theta_i$ and $\sin\theta_i$.

For $\beta=1,4$, factorize $r=v_1cv_1^R$. Unitarity gives $t^\dagger t=1-r^\dagger r=\bar v_1s^2\bar v_1^\dagger$, so $T_i=\sin^2\theta_i$, doubly degenerate for $\beta=4$, and $v_2=-i\,t\bar v_1s^{-1}$ has orthonormal columns. Then $t=iv_2sv_1^R$ and $t'=t^R=iv_1sv_2^R$. Since $S^\dagger=\bar S$, the lower left block of $S\bar S=1$ is $t\bar r+r'\bar t=0$. With $\bar r=\bar v_1cv_1^\dagger$ and $\bar t=-i\bar v_2sv_1^\dagger$ it becomes $iv_2scv_1^\dagger-ir'\bar v_2sv_1^\dagger=0$, that is $r'\bar v_2=v_2c$. The remainder $\rho=r'-v_2cv_2^R$ is self-dual, obeys $\rho\bar v_2=0$, and by duality $v_2^\dagger\rho=0$. Let $w$ complete $v_2$ to a unitary matrix. Then $\rho=w\rho_0w^R$ with $\rho_0=w^\dagger\rho\bar w$ self-dual. Because $t'\bar w=0$, $r'$ preserves norms on the columns of $\bar w$, so $\rho_0$ is unitary and $\rho_0=uu^R$. Thus $V=\operatorname{diag}(v_1,(v_2,wu))$ and $W=V^R$.

For $\beta=2$, take the singular value decomposition $r=v_1cw_1$ and set $v_2=-i\,tw_1^\dagger s^{-1}$, $w_2=-i\,s^{-1}v_1^\dagger t'$. The block relations $tr^\dagger+r't'^\dagger=0$ and $r^\dagger t'+t^\dagger r'=0$ give $r'w_2^\dagger=v_2c$ and $v_2^\dagger r'=cw_2$. The remainder $r'-v_2cw_2$ is then a unitary map between the two complements, and it is absorbed into $V$.

### Jacobian for $\beta=2$

Let $A=V^\dagger dV$ and $B=dW\,W^\dagger$, both anti-Hermitian and block diagonal in the leads. Unitary factors do not change the metric, so $ds^2=\operatorname{Tr}XX^\dagger$ with

$$X=V^\dagger dS\,W^\dagger\Sigma^\dagger=A+\Sigma B\Sigma^\dagger+d\Sigma\,\Sigma^\dagger.$$

The components of $A$ and $B$ generate the Haar measures of $V$ and $W$, and the linear map $(A,B,d\theta)\to X$ depends on $\theta$ only. The volume is thus $J(\theta)\,d\theta$ times Haar measures, which integrate to a constant. Directions sent to zero reflect the non-uniqueness of $V,W$; they turn out not to depend on $\theta$ and contribute a constant, as do relabelings of the $\theta_i$.

For $i<j$ the $2\times2$ blocks are $A_{ij}=p'+q'\sigma_z$ and $B_{ij}=p+q\sigma_z$ with complex $p,q,p',q'$. Since $\sigma_z$ anticommutes with $\sigma_x$, $R_i\sigma_zR_j^\dagger=R_iR_j\sigma_z$. With $\theta_\pm=\theta_i\pm\theta_j$,

$$X_{ij}=(p'+p\cos\theta_-)+(q'+q\cos\theta_+)\sigma_z+ip\sin\theta_-\,\sigma_x+iq\sin\theta_+\,\sigma_x\sigma_z.$$

The four matrices $1,\sigma_z,\sigma_x,\sigma_x\sigma_z$ are orthogonal with equal norm, and the map is triangular, with complex determinant of modulus $|\sin\theta_-\sin\theta_+|$. Expanding, $\sin\theta_-\sin\theta_+=s_i^2c_j^2-c_i^2s_j^2=T_i-T_j$. A complex-linear map has real Jacobian equal to the squared modulus, so each pair gives $|T_i-T_j|^2$.

For $i=j$ the coefficients are imaginary, and $X_{ii}=(p'+p)+(q'+q\cos2\theta_i)\sigma_z+iq\sin2\theta_i\,\sigma_x\sigma_z+i\,d\theta_i\,\sigma_x$. The direction $p'=-p$ is null, and the rest gives $\sin2\theta_i\propto\cos\theta_i\sin\theta_i$. Between pair $i$ and a spare channel, $A$ and $B$ have columns $(0,a)^T$ and $(0,b)^T$, and $X$ has $(ib\sin\theta_i,\;a+b\cos\theta_i)^T$, which gives $\sin^2\theta_i$. On the spare block $X=A+B$, free of $\theta$. The surviving real directions number $4n(n-1)+4n+4nm+m^2=N^2$, the dimension of the unitary group.

### Jacobian for $\beta=1,4$

Now $B=dV^R(V^R)^{-1}=A^R$. Because $\Sigma^R=\Sigma$,

$$Y=\Sigma^{-1/2}V^\dagger dS\,W^\dagger\Sigma^{-1/2}=M+M^R+\bigoplus_i i\,d\theta_i\,\sigma_x,\qquad M=\Sigma^{-1/2}A\Sigma^{1/2}.$$

$M$ is anti-Hermitian, so $M^R=-(M^\dagger)^R=-\bar M$ and $M+M^R=2i\operatorname{Im}M$, where $\operatorname{Im}M=(M-\bar M)/2i$ and $\operatorname{Re}M=(M+\bar M)/2$. For $\beta=1$ these are ordinary real and imaginary parts. For $\beta=4$ the bar acts on each $2\times2$ spin block and fixes the real span of $1,i\tau_x,i\tau_y,i\tau_z$ (spin Pauli matrices $\tau$), the real quaternions. In both cases $\operatorname{Re}$ and $\operatorname{Im}$ of a matrix element have $\beta$ real components, and $\Sigma$ is scalar in spin.

For $i<j$, $A_{ij}=p+q\sigma_z$ and $M_{ij}=p\,e^{-i\phi_-\sigma_x}+q\,e^{-i\phi_+\sigma_x}\sigma_z$ with $\phi_\pm=\theta_\pm/2$. Hence

$$\operatorname{Im}M_{ij}=\operatorname{Im}p\cos\phi_--\operatorname{Re}p\sin\phi_-\,\sigma_x+\operatorname{Im}q\cos\phi_+\,\sigma_z-\operatorname{Re}q\sin\phi_+\,\sigma_x\sigma_z.$$

The map is diagonal. Each of the $\beta$ components contributes $\cos\phi_-\sin\phi_-\cos\phi_+\sin\phi_+=\tfrac14\sin\theta_-\sin\theta_+$, so the pair gives $|T_i-T_j|^\beta$.

For $i=j$, $\phi_-=0$, $\phi_+=\theta_i$, and $p,q$ are anti-Hermitian in spin. Then $\operatorname{Re}q$ is anti-Hermitian, which removes its scalar component and leaves $\beta-1$, while $\operatorname{Im}q$ is Hermitian, which leaves the scalar alone. $\operatorname{Re}p$ is null, and the factor is $\cos\theta_i\sin^{\beta-1}\theta_i$. For a spare channel, $M$ has the column $e^{-i\theta_i\sigma_x/2}(0,a)^T$, whose imaginary part is $(-\operatorname{Re}a\,\sin\tfrac{\theta_i}{2},\;\operatorname{Im}a\,\cos\tfrac{\theta_i}{2})^T$, giving $(\tfrac12\sin\theta_i)^\beta$. On the spare block $\operatorname{Re}A$ is null and $\operatorname{Im}A$ is free of $\theta$. The counts are $2n(n-1)+3n+2nm+m(m+1)/2=N(N+1)/2$ for $\beta=1$ and $8n(n-1)+6n+8nm+m(2m-1)=N(2N-1)$ for $\beta=4$.

All three cases read

$$J\propto\prod_i\cos\theta_i\,\sin^{\beta(m+1)-1}\theta_i\prod_{i<j}|T_i-T_j|^\beta.$$

With $dT=2\sin\theta\cos\theta\,d\theta$, each one-point factor becomes $\tfrac12\sin^{\beta(m+1)-2}\theta\,dT=\tfrac12T^{\alpha-1}dT$, which is (1). The cosine is used up by $dT$, and this is why no power of $1-T$ appears. For $n=1$, $m=0$ the density is $T^{\beta/2-1}$: weighted toward reflection for $\beta=1$, flat for $\beta=2$, weighted toward transmission for $\beta=4$.

### Moments

For polynomials $f_i$ containing the factor $T_i(1-T_i)$, $\int\sum_i\partial_i(f_iP)\,d^nT=0$. The boundary terms vanish because $f_iP\sim T_i^{\alpha}$ with $\alpha>0$ at $T_i=0$ and $f_i=0$ at $T_i=1$; at $T_i=T_j$, $P$ is continuous and its derivative integrable for $\beta\ge1$. From (1), $\partial_i\ln P=(\alpha-1)/T_i+\beta\sum_{j\ne i}(T_i-T_j)^{-1}$. Let $p_k=\sum_iT_i^k$.

Take $f_i=T_i(1-T_i)$. The one-point terms are $(1-2T_i)+(\alpha-1)(1-T_i)=\alpha-(\alpha+1)T_i$. The $ij$ and $ji$ terms combine to $\beta(f_i-f_j)/(T_i-T_j)=\beta(1-T_i-T_j)$, and each $T_i$ occurs in $n-1$ pairs. The divergence divided by $P$ is

$$D=n\Big[\alpha+\frac{\beta(n-1)}{2}\Big]-\big[\alpha+1+\beta(n-1)\big]p_1=\frac{\beta N_1N_2}{2}-\kappa p_1,$$

since $\alpha+\beta(n-1)/2=\beta(m+n)/2$ and $\kappa\equiv\alpha+1+\beta(n-1)=\tfrac\beta2(m+2n-1+2/\beta)=\tfrac\beta2(N+x)$. Then $\langle D\rangle=0$ gives $\langle g\rangle$ in (2), and $D=-\kappa(g-\langle g\rangle)$. For equal leads $\langle g\rangle=n/2-x/4+O(1/n)$: weak localization for $\beta=1$, antilocalization for $\beta=4$.

Take $f_i=T_i(1-T_i)p_1$. As $\partial_ip_1=1$, the divergence is $Dp_1+p_1-p_2$, so

$$\kappa\operatorname{var}g=\langle p_1-p_2\rangle=\Big\langle\sum_iT_i(1-T_i)\Big\rangle. \tag{4}$$

The right side is the sum that sets the zero-temperature shot noise. At fixed $N_1/N_2$ it grows as $n$, being a sum of $n$ terms of order one, and so does $\kappa$, which is why the variance then stays of order one however wide the leads are.

Take $f_i=T_i^2(1-T_i)$. The one-point terms are $(2T_i-3T_i^2)+(\alpha-1)(T_i-T_i^2)=(\alpha+1)T_i-(\alpha+2)T_i^2$. The pair terms are $\beta[(T_i+T_j)-(T_i^2+T_iT_j+T_j^2)]$, which sum to $\beta[(n-1)p_1-(n-1)p_2-(p_1^2-p_2)/2]$. Therefore

$$\kappa\langle p_1\rangle-\Big(\kappa+1-\frac\beta2\Big)\langle p_2\rangle-\frac\beta2\langle p_1^2\rangle=0.$$

Insert $\langle p_2\rangle=\langle g\rangle-\kappa v$ from (4) and $\langle p_1^2\rangle=\langle g\rangle^2+v$, with $v=\operatorname{var}g$. The terms in $v$ are $\kappa^2+\kappa(1-\beta/2)-\beta/2=(\kappa+1)(\kappa-\beta/2)$, and $1-\beta/2=\beta x/2$, so

$$(\kappa+1)\Big(\kappa-\frac\beta2\Big)v=\frac\beta2\langle g\rangle\big(\langle g\rangle+x\big). \tag{5}$$

Here $\kappa+1=\tfrac\beta2(N+2x+1)$ because $2/\beta=x+1$, $\kappa-\beta/2=\tfrac\beta2(N+x-1)$, and $\langle g\rangle+x=[N_1N_2+x(N+x)]/(N+x)=(N_1+x)(N_2+x)/(N+x)$. This is (2).

For $N_1=N_2=n$, extracting the powers of $n$ gives

$$v=\frac{2}{16\beta}\,\frac{(1+x/n)^2}{(1+x/2n)^2\,[1+(x-1)/2n]\,[1+(2x+1)/2n]}.$$

The coefficient of $1/n$ is $2x-x-(x-1)/2-(2x+1)/2=-x/2$, which is (3). For wide unequal leads $v\to2N_1^2N_2^2/(\beta N^4)$, which is largest, $1/(8\beta)$, at $N_1=N_2$ because $N_1N_2\le N^2/4$. At fixed $N_1$ and $N_2\to\infty$, (2) falls as $N_2^{-2}$: every electron entering from lead 1 leaves by lead 2 and all $T_i\to1$.

The invariance of the law of $S$ has given the density (1), and integration by parts has given the exact mean and variance (2) and the equal-lead expansion (3) for all three $\beta$. What remains is a second derivation, exact for $\beta=2$, followed by a comparison of the assumptions and a worked example with numerical checks.
